\section*{Electron density near a strongly accumulated metal–semiconductor contact, part 2}

A metal fills $x<0$ and an n-type semiconductor of permittivity $\varepsilon$, with a uniform density $N_D$ of fully ionised donors, fills $x>0$. The metal holds the electron density at the interface at $n_s=N_c e^{-\Phi/kT}\gg N_D$, where $\Phi$ is the barrier and $N_c$ the effective density of band states. The model is mean-field, with Boltzmann statistics, no holes and no current. The potential $\phi$ is zero in the neutral bulk, $q$ is the positive elementary charge, $V_T=kT/q$, and a prime on a function denotes $d/dx$. The mobility is $\mu$.

With $n=N_De^{\phi/V_T}$, $u=\ln(n/N_D)$, $u_s=\ln(n_s/N_D)$ and the Debye length $L_D=\sqrt{\varepsilon V_T/(qN_D)}$, the full equation is $u''=(e^u-1)/L_D^2$. Its first integral is
\begin{equation}
u'=-\frac{\sqrt2}{L_D}\sqrt{e^u-u-1}.
\label{again}
\end{equation}
Where $n\gg N_D$ this leads to the law
\begin{equation}
n_{\rm law}(x)=\frac{A}{(x+x_0)^2},\qquad
A=\frac{2\varepsilon V_T}{q}=2L_D^2N_D,\qquad x_0=\sqrt{\frac{A}{n_s}} .
\end{equation}
The law has the field $E(x)=2V_T/(x+x_0)$ and the sheet density $n_sx_0$. Unlabelled $n$ is the density from the full equation with donors. It lies above the law for $x>0$, to leading order by
\begin{equation}
\frac{n}{n_{\rm law}}-1\approx2\delta
=\tfrac12e^{u/2}\,[g(u)-g(u_s)] .
\label{error}
\end{equation}
Here
\begin{equation}
g(v)=\left(\frac{2v}{3}+\frac{10}{9}\right)e^{-3v/2},
\end{equation}
and $u$ on the right may be taken as $\ln(n_{\rm law}/N_D)$.

The example is silicon at 300 K with $\Phi=0.20$ eV, $N_D=10^{12}$ cm$^{-3}$, relative permittivity 11.7, and six valleys with masses $0.916\,m_e$ along and $0.19\,m_e$ across the valley axis. It has $V_T=25.85$ mV, $N_c=2.74\times10^{19}$ cm$^{-3}$, $n_s=1.20\times10^{16}$ cm$^{-3}$, $x_0=52.9$ nm, $L_D=4090$ nm, $A=3.343\times10^5$ cm$^{-1}$ and $E(0)=0.0098$ MV/cm.

\subsection*{(h) Comparison with a numerical solution}

Compare the law with a direct numerical solution of the full equation. Where does it become inaccurate, and how does it fail?

\paragraph{Solution.} The equation $u''=(e^u-1)/L_D^2$ was solved by finite differences between the contact, where $u=u_s$, and a distance of $15L_D$, where $u$ was set to zero. This calculation uses neither the first integral nor the approximation $n\gg N_D$. The last column gives the excess of the full density relative to the law.

\begin{center}
\begin{tabular}{rccc}
$x$ (nm) & $n_{\rm law}$ (cm$^{-3}$) & $n$ (cm$^{-3}$) & excess (\%)\\
10 & $8.455\times10^{15}$ & $8.457\times10^{15}$ & 0.016\\
100 & $1.430\times10^{15}$ & $1.433\times10^{15}$ & 0.20\\
500 & $1.094\times10^{14}$ & $1.115\times10^{14}$ & 2.0\\
1000 & $3.02\times10^{13}$ & $3.19\times10^{13}$ & 5.8\\
3000 & $3.59\times10^{12}$ & $4.80\times10^{12}$ & 34\\
10000 & $3.31\times10^{11}$ & $1.25\times10^{12}$ & 279
\end{tabular}
\end{center}

The excess reaches 1\% at 321 nm and 10\% at about 1400 nm, which is roughly a third of $L_D$. At 408.8 nm the numerical excess is 1.44\%, and equation (\ref{error}) gives 1.43\%. At $x=x_0$ the two values are 0.0925\% and 0.0924\%. The leading correction thus accounts for the early departure from the law.

At 10000 nm the law has lost its meaning. It continues towards zero, while the full density approaches $N_D$. Still farther out $u$ becomes very small, $e^u-1\approx u$, and the full equation becomes $u''=u/L_D^2$. Its decaying solution is proportional to $e^{-x/L_D}$, so the excess over $N_D$ dies out exponentially and no longer as a power.

The offset matters for the apparent power of decay. Between 10 and 200 nm the numerical density falls from $8.457\times10^{15}$ to $5.254\times10^{14}$ cm$^{-3}$, and the logarithm of the ratio is $-2.779$. Measured against the shifted distance, the mean power is
\begin{equation}
\frac{-2.779}{\ln[(200+52.88)/(10+52.88)]}=\frac{-2.779}{1.392}=-2.00 .
\end{equation}
Measured against $x$ itself it is $-2.779/\ln20=-0.93$. This second value depends on the chosen end points. By the law, the local power against $x$ is $-2x/(x+x_0)$, which runs from $-0.32$ at 10 nm to $-1.58$ at 200 nm, so a logarithmic plot against $x$ is bent. Against $x+x_0$ it is nearly straight.

The integrated quantities agree as well. Over the first 200 nm the law gives a potential drop of
\begin{equation}
2\times25.85\ \mathrm{mV}\times\ln\!\left(1+\frac{200}{52.88}\right)=80.9\ \mathrm{mV},
\end{equation}
and the numerical solution gives 80.8 mV. The sheet density of electrons in excess of the donors is $6.319\times10^{10}$ cm$^{-2}$ numerically, against $6.322\times10^{10}$ cm$^{-2}$ from the law.

That the sheet value lies slightly below the law, while the density lies above it, is no contradiction, because the donors have been subtracted. By Gauss's law the excess sheet density is $\varepsilon E(0)/q$. By equation (\ref{again}) the field at the contact is smaller than in the law by the factor $\sqrt{1-(u_s+1)e^{-u_s}}$. With $u_s=9.39$ and $e^{u_s}=1.196\times10^4$ the reduction is $10.39/(2\times1.196\times10^4)=0.04\%$, as found.

\subsection*{(i) How much does the contact density matter far away?}

Lower the barrier from 0.20 to 0.15 eV while keeping the temperature and the donor density fixed. By what factor does the density change at the metal, and by what factor at 1000 nm?

\paragraph{Solution.} At the metal the factor is
\begin{equation}
e^{0.05/0.02585}=6.92 .
\end{equation}
Since $x_0$ varies as $n_s^{-1/2}$, the offset shrinks to $52.88/\sqrt{6.92}=20.1$ nm. The constant $A$ does not depend on the barrier. At 1000 nm the law therefore predicts the factor
\begin{equation}
\left(\frac{1000+52.9}{1000+20.1}\right)^2=1.065,
\end{equation}
and the numerical solution with donors gives 1.062. A nearly sevenfold change at the contact has become a change of about 6\%.

The extra electrons stay close to the metal and screen their own effect. In the law, the barrier enters the distant density through $x_0$ alone, and a shift of the origin by some tens of nanometres matters little at a micrometre. As $n_s$ grows, $n_{\rm law}(x)$ at fixed $x$ approaches the ceiling $A/x^2$ set by permittivity and temperature. The full density follows this closely only for $x\ll L_D$. The donors can lift it above $A/x^2$, in this model by about 5\% at 1000 nm when $n_s$ is very large.

\subsection*{(j) Effects left out of the model}

Estimate the corrections from Fermi statistics, the image force, the wave nature of the electrons, their discreteness, holes, the strength of the field and a current. Which are largest in the example?

\paragraph{Solution.} \emph{Fermi statistics.} Let $\eta=-\Phi/kT$, and let $t$ be the kinetic energy divided by $kT$. For $e^\eta\ll1$ the occupation is
\begin{equation}
\frac{1}{e^{t-\eta}+1}\approx e^{\eta-t}-e^{2(\eta-t)} .
\end{equation}
Weighted with the density of states, which is proportional to $\sqrt t$, the second term integrates to $2^{-3/2}e^{\eta}$ times the first. At fixed barrier, $n_s$ is lower than the Boltzmann value by this fraction, here 0.015\%.

\emph{Image force.} An electron at $x$ is attracted by its image at $-x$ with the force $q^2/[4\pi\varepsilon(2x)^2]$. Integrating the force from $x$ to infinity gives an energy of $-q^2/(16\pi\varepsilon x)$. If $\phi$ is held fixed, the density is multiplied by
\begin{equation}
\exp\!\left(\frac{\ell_B}{4x}\right),\qquad
\ell_B=\frac{q^2}{4\pi\varepsilon kT}=4.76\ \mathrm{nm}.
\end{equation}
The increase is 12.6\% at 10 nm and 2.3\% at $x_0$. It is a bare estimate and not an upper bound: the other electrons screen the image, but they also add an attraction of their own (see discreteness below), and the potential readjusts. The classical expression diverges at $x=0$ and cannot be used right at the metal.

\emph{Wave nature.} At a hard wall the electron waves are standing waves with density proportional to $2\sin^2kx=1-\cos2kx$. For a mass $m$ along $x$, the thermal weight is $e^{-k^2\ell^2}$ with $\ell=\hbar/\sqrt{2mkT}$. The Gaussian average of $\cos2kx$ is $e^{-x^2/\ell^2}$, so the density is reduced by the factor
\begin{equation}
1-e^{-x^2/\ell^2}.
\end{equation}
The length $\ell$ is 1.27 nm for the heavy mass and 2.79 nm for the light one. Since $\ell\ll x_0$, the missing sheet density is about $n_s\int_0^\infty e^{-x^2/\ell^2}dx=n_s\ell\sqrt\pi/2$. Relative to $n_sx_0$ this is
\begin{equation}
\frac{\sqrt\pi}{2}\,\frac{2.79}{52.9}=4.7\%
\end{equation}
if all electrons had the light mass. A real metal is not a hard wall, since wave tails pass through the interface, so the number is a scale and not a correction to be applied.

\emph{Discreteness.} At $n_s$ the mean spacing $n_s^{-1/3}$ is 44 nm, close to $x_0$. The smooth profile is therefore an average over time and over the contact area, not a picture of the electrons at one instant. The Coulomb energy of two electrons a distance $x_0$ apart is $\ell_B/x_0=0.09$ of $kT$. That this ratio is small supports the mean-field treatment, but does not make it exact. Each electron pushes its neighbours away and so lowers its energy by roughly $\ell_B\kappa/2$ in units of $kT$, where $\kappa^2=qn/(\varepsilon V_T)=2/(x+x_0)^2$. At $x_0$ this is 0.032, comparable to the bare image term. Treated together to first order in $\ell_B/x_0$, image and correlation raise the density at $x_0$ by about 4\% at fixed $\phi$, and by about 1.6\% once the potential has readjusted.

\emph{Holes and field strength.} With a rough intrinsic density of $10^{10}$ cm$^{-3}$, the ratio of holes to electrons in the bulk is $(10^{10}/10^{12})^2=10^{-4}$, and it is smaller where $n$ is larger. The field at the metal, 0.0098 MV/cm, is about thirty times below a rough breakdown field of 0.3 MV/cm.

\emph{Current.} A current density $J$ makes the quasi-Fermi level, expressed as a voltage, vary at the rate $J/(q\mu n)$. With constant mobility and the density of the law, its shift between the metal and $x$ is
\begin{equation}
\Delta V=\frac{J}{q\mu A}\int_0^x(x'+x_0)^2dx'
=\frac{J\,[(x+x_0)^3-x_0^3]}{3q\mu A}.
\end{equation}
Let this be $0.1V_T$ over 1000 nm, with a rough mobility of 1400 cm$^2$/Vs. The bracket is $1.167\times10^{-12}$ cm$^3$, and
\begin{equation}
J=\frac{0.1V_T\cdot3q\mu A}{1.167\times10^{-12}\ \mathrm{cm^3}}
=0.50\ \mathrm{A/cm^2}.
\end{equation}
This value assumes that the current leaves the profile unchanged, and that assumption has to be checked. In the bulk the same current needs the field $J/(q\mu N_D)$, which for 0.50 A/cm$^2$ is about 2200 V/cm. The law's own field at 1000 nm is only $2V_T/(x+x_0)\approx490$ V/cm, so the profile does change, by an amount that depends on the direction of the current. In a drift-diffusion solution with constant mobility and fixed $n_s$, 0.50 A/cm$^2$ lowers the density at 1000 nm by about 96\% when the electrons are driven towards the metal (the shift is then about $1.5V_T$), and raises it by about 20\% when they are driven away from it. A safe condition is that the bulk field stay well below $V_T/L_D\approx63$ V/cm, the scale of the equilibrium field at a distance of about $L_D$. This requires $J$ well below $q\mu N_DV_T/L_D\approx0.014$ A/cm$^2$. At that current the density changes by 1 to 2\% at 1000 nm and by about 10\% at $L_D$.

At equilibrium the largest effects are the image force, the wave nature and the discreteness of the electrons. The image force and the wave nature act in opposite directions and are strongest close to the metal; the wave effect is confined to a few nanometres. At distances of order $x_0$ the correlation due to discreteness is as large as the image term. At 10 nm the bare image effect far exceeds the donor error of 0.016\%. The close agreement found in part (h) therefore measures how well the law solves the model, not how well it describes a real interface at that distance.

\subsection*{(k) The real case}

How do the chosen parameters compare with real contacts on silicon, and which of them moves the result most?

\paragraph{Solution.} Rare-earth silicides are used where a low barrier to n-type silicon is wanted. Their barriers are roughly 0.3 eV, so the 0.20 eV of the example is lower than typical. With 0.30 eV and all else unchanged, $n_s$ falls by the factor $e^{0.10/0.02585}\approx48$ to about $2.5\times10^{14}$ cm$^{-3}$, and $x_0$ grows by $\sqrt{48}\approx7$ to about 370 nm. The density at the metal is then still some 250 times $N_D$, but the range between $x_0$ and $L_D$ is much narrower. The donor density of $10^{12}$ cm$^{-3}$ belongs to high-resistivity detector silicon. At $10^{15}$ cm$^{-3}$ the 0.20 eV contact would have $n_s/N_D\approx12$, and accumulation would no longer be strong. Real interfaces also break the assumption of one sharp barrier over the whole area: a local lowering by 0.05 eV raises $n_s$ by a factor of 7. If the lowering extends over an area much wider than 1000 nm, the density at that distance rises by only about 6\% for a 0.20 eV barrier, but by about 41\% for a 0.30 eV barrier, whose offset $x_0$ is no longer very small compared with 1000 nm. At a fixed temperature the barrier moves the density at the metal most, since it enters through an exponential. The temperature enters the same exponential and matters about as much: in the 0.20 eV example, a 10\% higher barrier lowers $n_s$ by a factor of 2.2, and a 10\% higher temperature at fixed barrier raises it by a factor of 2.3. The donor density does not appear in the law, but through $L_D$ it sets the distance at which the law ends.

\section*{Table of computed values}
\begin{verbatim}
temperature: 300 K; thermal voltage: 25.852 mV
relative permittivity: 11.7
masses, long. and transv.: 0.916, 0.19 m_e; valleys: 6
barrier: 0.20 eV
donor density N_D: 1.00e+12 cm^-3
band density N_c: 2.738e+19 cm^-3
contact density n_s: 1.196e+16 cm^-3
n_s/N_D: 11956; its logarithm u_s: 9.389
A = 2 eps V_T/q: 3.3431e+05 cm^-1
offset x0: 52.88 nm
bulk Debye length L_D: 4088 nm
surface field: 0.00978 MV/cm
rough breakdown field: 0.30 MV/cm
sheet density, law: 6.3221e+10 cm^-2
sheet density, full solution: 6.3193e+10 cm^-2
fraction of sheet within x0, full: 0.5004
x (nm) | law n (cm^-3) | full n (cm^-3) | full/law - 1 (%)
     0 | 1.1956e+16 | 1.1956e+16 | 0.000
    10 | 8.4553e+15 | 8.4567e+15 | 0.016
    50 | 3.1586e+15 | 3.1613e+15 | 0.087
   100 | 1.4304e+15 | 1.4332e+15 | 0.198
   200 | 5.2278e+14 | 5.2540e+14 | 0.501
   500 | 1.0937e+14 | 1.1151e+14 | 1.961
  1000 | 3.0157e+13 | 3.1913e+13 | 5.822
  3000 | 3.5870e+12 | 4.8039e+12 | 33.927
 10000 | 3.3080e+11 | 1.2545e+12 | 279.235
donor correction: x (nm) | full (%) | formula (%)
52.9 | 0.0925 | 0.0924
264.4 | 0.7485 | 0.7448
408.8 | 1.4386 | 1.4253
law 1 % low at: 321 nm; 10 % low at: 1405 nm
log slope 10-200 nm against x + x0: -1.9965
log slope 10-200 nm against x alone: -0.9275
potential drop 0-200 nm, full: 80.78 mV
potential drop 0-200 nm, law: 80.91 mV
second barrier: 0.15 eV
density ratio, second/first barrier, at contact: 6.918
density ratio, second/first barrier, at 1000 nm: 1.0623
Fermi-Dirac change of n_s: -0.0154 %
length where Coulomb energy is kT: 4.761 nm
that length over x0: 0.0900
mean electron spacing at contact: 43.7 nm
bare image rise of n at 10 nm: 12.64 %
bare image rise of n at x0: 2.28 %
hard-wall length, heavy mass: 1.27 nm
hard-wall length, light mass: 2.79 nm
hard-wall loss of sheet density, light mass: 4.67 %
rough intrinsic density: 1.0e+10 cm^-3
bulk hole/electron ratio: 1.0e-04
rough electron mobility: 1400 cm2/Vs
current for 0.1 V_T shift over 1000 nm: 0.498 A/cm2
\end{verbatim}
